# Charge Sloshing and Kerker Preconditioning in a Metal-Oxide Capacitor Supercell

## The result

A periodic cell contains one metal slab of thickness $M$ and one oxide layer of thickness $d$. The metal has a density of states $D$ at the Fermi level, per energy and volume and for both spins. The oxide has the relative permittivity $\varepsilon\ge1$ of its electrons alone, since the ions are held fixed. Define the inverse screening length $k$ by

$$k^2=\frac{e^2D}{\varepsilon_0}.$$

Simple mixing adds a fraction $\alpha$ of the density residual at each self-consistency step. In the linear, local model below it converges if and only if $0<\alpha<2/\lambda_{\max}$, with

$$1+\Big(\frac{kM}{2\pi}\Big)^2\le\lambda_{\max}\le\max\Big[\varepsilon,\,1+\Big(\frac{kM}{\pi}\Big)^2\Big].\tag{1}$$

For thick metal the permitted fraction therefore falls as $1/M^2$. Kerker preconditioning multiplies each Fourier component of the residual by $q^2/(q^2+q_0^2)$. With $q_0=k$, the ratio $K$ of the extreme eigenvalues, which sets the number of steps of mixing with a fixed fraction, obeys

$$1+\Big(\frac{kd}{2\pi}\Big)^2\le K\le\max\Big[\varepsilon(1+kd),\,1+\Big(\frac{kd}{2}\Big)^2\Big].\tag{2}$$

The metal thickness has disappeared from the bounds. In a uniform metal all eigenvalues equal 1. For mixing with a fixed fraction, the quadratic cost is thus removed for the metallic length, but an oxide layer brings in a quadratic cost of its own.

## The common eigenproblem

Let $F[n]$ be the electron number density obtained by solving the Kohn-Sham equations in the potential of $n$. Simple mixing is $n\to n+\alpha(F[n]-n)$. Close to the solution, write the density error as $\eta$. The output error is $\chi_0v\eta$, where $v$ is the Coulomb interaction and $\chi_0$ the response of independent electrons. The exchange-correlation response is left out. Hence

$$\eta\to\eta+\alpha(\chi_0v\eta-\eta)=(1-\alpha J)\eta,\qquad J=1-\chi_0v .$$

A mode with eigenvalue $\lambda$ is multiplied by $1-\alpha\lambda$ in each step. It decays if $|1-\alpha\lambda|<1$, that is, if $0<\alpha<2/\lambda$.

All quantities vary along $z$ only. If $\phi$ is the electrostatic potential caused by $\eta$, Poisson's equation is $\phi''=e\eta/\varepsilon_0$, because electrons carry charge $-e$. The potential energy $u=-e\phi$ of an electron then satisfies

$$\eta=-\frac{\varepsilon_0}{e^2}u''.$$

The output density responds in two ways. In the metal, a slow rise $u$ of the bands removes $D(u-\delta E_F)$ electrons per volume. The electron number is fixed, so $\int D(u-\delta E_F)\,dz=0$, and $\delta E_F=\bar u$ is the mean of $u$ over the metal. In the oxide, the field is $-\phi'=u'/e$ and the polarisation is $\mathcal P=\varepsilon_0(\varepsilon-1)u'/e$. Its bound charge $-\mathcal P'$ equals $-e$ times the density change, which is therefore $\mathcal P'/e$. Together,

$$\chi_0v\eta=-D(z)(u-\bar u)+\frac{\varepsilon_0}{e^2}\big[(\varepsilon(z)-1)u'\big]'.$$

Here $D(z)$ vanishes in the oxide, and $\varepsilon(z)=1$ in the metal, whose bound electrons are taken as unpolarisable. Subtracting this from $\eta$ joins $-u''$ and $-[(\varepsilon-1)u']'$ into $-(\varepsilon u')'$. The equation $J\eta=\lambda\eta$ becomes

$$Au\equiv-(\varepsilon u')'+k^2(z)(u-\bar u)=-\lambda u'',\tag{3}$$

where $k^2(z)=k^2$ in the metal and zero in the oxide. Multiply by $u$ and integrate over the periodic cell. Since $u-\bar u$ integrates to zero over the metal, $\int k^2u(u-\bar u)=\int k^2(u-\bar u)^2$, and

$$\lambda[u]=\frac{\int\varepsilon u'^2dz+\int k^2(z)(u-\bar u)^2dz}{\int u'^2dz}.\tag{4}$$

Both operators in (3) are symmetric, so the eigenvalues are real and $\lambda_{\max}$ is the largest value of this quotient. Because $\varepsilon\ge1$, no eigenvalue lies below 1. Short waves in the metal give $1+k^2/q^2$, which approaches 1, so the lower end of the spectrum is 1.

The numerator shows the physical cause. A long wave of charge costs little gradient $u'$ for a given potential, yet the metal answers the potential itself. The output density then overcorrects the error by a large factor.

For Kerker mixing, let $T=-d^2/dz^2$. The factor is the operator $T(T+q_0^2)^{-1}$. Its eigenvalue equation is $T(T+q_0^2)^{-1}Au=\mu Tu$. The integral of $Au$ over the cell is zero, so we may choose $u$ with zero cell mean. On such functions $T$ can be cancelled:

$$Au=\mu(T+q_0^2)u,\qquad
\mu[u]=\frac{\int\varepsilon u'^2+\int k^2(z)(u-\bar u)^2}{\int u'^2+q_0^2\int u^2}.\tag{5}$$

In a uniform metal $\bar u$ is the cell mean, zero, and $A=T+k^2$. Then $\lambda=1+k^2/q^2$, with smallest wavenumber $q=2\pi/L$ in a cell of length $L$. This is the basic $L^2$ law. Kerker mixing gives $\mu=(q^2+k^2)/(q^2+q_0^2)$, which is 1 for all $q$ if $q_0=k$.

## First derivation: bounds from the quotients

**Simple mixing.** On the metal interval $0<s<M$, expand $u-\bar u=\sum_{n\ge1}c_n\cos(n\pi s/M)$. The constant term is absent because the mean has been subtracted. Each term of $\int u'^2$ is $(n\pi/M)^2$ times the corresponding term of $\int(u-\bar u)^2$, so

$$\int_{\rm metal}(u-\bar u)^2\le\frac{M^2}{\pi^2}\int_{\rm metal}u'^2 .$$

The numerator of (4) is then at most $[1+(kM/\pi)^2]\int_{\rm metal}u'^2+\varepsilon\int_{\rm oxide}u'^2$. This proves the upper bound in (1). For the lower bound take $u=\cos(2\pi s/M)$ in the metal and the constant 1, its value at both edges, in the oxide. The metal mean vanishes and (4) gives $1+(kM/2\pi)^2$. The maximum cannot be smaller.

**Kerker mixing, upper end.** Subtracting the mean minimises a squared deviation, so $\int_{\rm metal}(u-\bar u)^2\le\int_{\rm metal}u^2$. Hence

$$\mu\le\max(\varepsilon,\,k^2/q_0^2)$$

for every thickness. With $q_0=k$ this is $\varepsilon$, and short waves confined to the oxide approach it.

**Kerker mixing, lower end.** Set $q_0=k$ and $w=u-\bar u$. Since $u$ has zero cell mean, $\int u^2\le\int w^2$. Define

$$E=\int_{\rm metal}(w'^2+k^2w^2),\qquad G=\int_{\rm oxide}w'^2 .$$

The numerator of (5) is $E+\varepsilon G$. The mean of $w$ over the metal is zero, so $w$ vanishes at some point inside it. Integrate $(w^2)'=2ww'$ from that point to each edge and use $2|ww'|\le(w'^2+k^2w^2)/k$. The two squared edge values then obey $w_1^2+w_2^2\le E/k$.

Now go from each edge to the middle of the oxide. At depth $t$, the Cauchy-Schwarz inequality gives $w^2\le2w_i^2+2t\int_{\rm half}w'^2$. Integrating $t$ from 0 to $d/2$ and adding the halves,

$$\int_{\rm oxide}w^2\le d(w_1^2+w_2^2)+\frac{d^2}{4}G\le\frac{d}{k}E+\frac{d^2}{4}G .$$

The denominator of (5) is therefore at most $(1+kd)E+(1+k^2d^2/4)G$, and

$$\mu_{\min}\ge\min\Big[\frac1{1+kd},\,\frac{\varepsilon}{1+k^2d^2/4}\Big].$$

Dividing $\varepsilon$ by this gives the upper bound in (2). For the other side take $u=\sin(2\pi t/d)$ in the oxide and zero in the metal. Its quotient is $\varepsilon(2\pi/d)^2/[(2\pi/d)^2+k^2]$, so $K\ge1+(kd/2\pi)^2$.

The meaning is direct. The Kerker factor suppresses long waves everywhere, but the oxide has no free carriers that would make this suppression necessary. Errors there are corrected too slowly.

## Second derivation: solving for the modes

**Simple mixing.** Put the metal at $|s|<a=M/2$. There (3) reads $(\lambda-1)u''=-k^2(u-\bar u)$, a sinusoid with $p^2=k^2/(\lambda-1)$. In the oxide $(\lambda-\varepsilon)u''=0$, so $u$ is linear. Integrating (3) across an interface shows that $(\lambda-\varepsilon(z))u'$ is continuous, as is $u$. Assume $1+(kM/2\pi)^2>\varepsilon$.

For an odd mode $u=U\sin ps$ and $\bar u=0$. Across the oxide $u$ runs from $U\sin pa$ to $-U\sin pa$, with slope $-2U\sin(pa)/d$. Matching gives

$$(\lambda-1)p\cos pa=-(\lambda-\varepsilon)\frac{2\sin pa}{d}.$$

With $x=pa$ we have $pd/2=xd/M$, and therefore

$$\tan x=-x\,\frac dM\,\frac{\lambda-1}{\lambda-\varepsilon},\qquad\lambda=1+\Big(\frac{kM}{2x}\Big)^2.\tag{6}$$

For $\lambda>\varepsilon$ the right side is negative, so there is no root below $\pi/2$. Between $\pi/2$ and $\pi$, $\tan x/x$ rises from $-\infty$ to 0 while the right side divided by $x$ falls, which leaves one root. Even modes have $u-\bar u\propto\cos ps$ with zero metal mean, so $\sin pa=0$ and $x\ge\pi$. The odd root is the smallest $x$ and gives $\lambda_{\max}$. Inserting $\pi/2<x<\pi$ recovers (1).

A vanishing oxide gives $x\to\pi$, the uniform-metal value. A very thick oxide gives $x\to\pi/2$. Thickening the oxide alone therefore raises $\lambda_{\max}$ only up to $1+(kM/\pi)^2$.

**Kerker mixing.** Take $q_0=k$ and $kd>2\pi\sqrt{\varepsilon-1}$, which keeps $\mu<1$ in the range needed. Measure $z$ from the oxide centre. The oxide equation $(\varepsilon-\mu)u''=-\mu k^2u$ has the even solution $u=C\cos\kappa z$, with

$$\kappa^2=\frac{\mu k^2}{\varepsilon-\mu},\qquad \mu=\frac{\varepsilon\kappa^2}{k^2+\kappa^2}.$$

In the metal $(1-\mu)(-u''+k^2u)=k^2\bar u$, so $u=U_0+B\cosh ks$ with $U_0=\bar u/(1-\mu)$. The metal mean must equal $\bar u$:

$$(1-\mu)U_0=U_0+B\frac{\sinh ka}{ka}\quad\Rightarrow\quad B=-\mu U_0\frac{ka}{\sinh ka}.$$

Let $c=ka\coth ka$ and $y=\kappa d/2$. At the interface $z=d/2$, $s=-a$, continuity of $u$ and of $(\varepsilon(z)-\mu)u'$ gives

$$C\cos y=U_0(1-\mu c),\qquad-(\varepsilon-\mu)\kappa C\sin y=(1-\mu)\mu k^2aU_0 .$$

Divide, and use $(\varepsilon-\mu)\kappa=\mu k^2/\kappa$ and $\kappa a=yM/d$:

$$\tan y=-y\,\frac Md\,\frac{1-\mu}{1-\mu c}.\tag{7}$$

Divided by $y$, the right side falls with $y$ on each side of its pole $\mu c=1$, while $\tan y/y$ rises on each side of $\pi/2$. Comparing signs leaves one root in $(0,\pi)$.

Odd modes obey $(\varepsilon-\mu)\kappa\cot y=-(1-\mu)k\coth ka$. Insert this into $f=(1-\mu c)\sin y+y(M/d)(1-\mu)\cos y$, whose zero is the root of (7) and which is positive for small $y$. The result is

$$f=\sin y\,[1-c\,g(\mu)],\qquad g=\mu+\frac{(1-\mu)^2}{\varepsilon-\mu}.$$

Here $g(0)=1/\varepsilon$ and $g'=[1-(1-\mu)/(\varepsilon-\mu)]^2\ge0$. If $c\ge\varepsilon$, then $f\le0$ at the odd root, so the even mode is the lowest.

With $\mu_{\max}=\varepsilon$ the ratio is

$$K=\frac{\varepsilon}{\mu_{\min}}=1+\Big(\frac{kd}{2y}\Big)^2,\tag{8}$$

and $y<\pi$ recovers the lower bound in (2). For $M\to\infty$, $c\to ka$ and (7) becomes

$$(\varepsilon-\mu)\kappa\tan y=(1-\mu)k .$$

No $M$ remains, and $\mu_{\min}$ tends to a finite value. If the oxide is then made thick, $y\to\pi/2$ and $K\to(kd/\pi)^2$. At fixed $M$, a thick oxide instead gives $y\to\pi$ and $K\to(kd/2\pi)^2$. The growth is quadratic in both orders.

## A capacitor with 5 nm layers

Take $M=d=5$ nm, $D=40$ per eV nm³ and $\varepsilon=4.5$. Then $k=26.90$ nm⁻¹ and $kM=134.5$. Equation (6) gives $x=2.028$, so

$$\lambda_{\max}=1+\Big(\frac{134.5}{4.055}\Big)^2\approx1101,\qquad\alpha<\frac2{1101}\approx0.0018 .$$

With the best fraction, $\alpha=2/(\lambda_{\min}+\lambda_{\max})$, both ends of the spectrum shrink by the factor $(K-1)/(K+1)$ per step, where $K$ now denotes the ratio of the extreme eigenvalues in either scheme. Each mode falls to $10^{-6}$ of its start within about 7600 steps. Equation (7) gives $y=1.940$ and $\mu_{\min}=0.00374$. The Kerker ratio is about 1200, or 8300 steps. In this local model, uniform Kerker mixing with $q_0=k$ gains nothing for this cell. These step counts hold for one fixed fraction. Pulay, Broyden or Anderson mixing with a long history acts in the linear regime like a Krylov solver, whose step count grows roughly as $\sqrt K$, that is linearly with thickness, and is far smaller.

The thickness dependence explains why:

| $M$ (nm) | $d$ (nm) | $\lambda_{\max}$ | Kerker $K$ |
|---|---|---|---|
| 5 | 1 | 644 | 109 |
| 10 | 1 | 2210 | 119 |
| 40 | 1 | 30800 | 127 |
| 5 | 5 | 1101 | 1203 |
| 5 | 20 | 1539 | 11000 |

At fixed 1 nm oxide, Kerker mixing saturates at $K=130$ while simple mixing deteriorates. At fixed 5 nm metal the roles are exchanged. A finite-element solution of (3) and (5) agrees with these $\lambda_{\max}$ within 0.5% and with $\mu_{\min}$ within 1%.

The local metallic response was also tested with quantum electrons: a free-electron gas of the same $D$, with a barrier 2 eV above the Fermi level as oxide and $\varepsilon=1$. For layers of 4 nm each, $\lambda_{\max}$ was 712 against 704 from (6); a larger plane-wave cutoff raises it by 0.5, to 713. For 2 nm layers the nonlinear loop was run for 25 steps, starting from the sloshing mode. The limit $2/\lambda_{\max}$ was taken from the quantum value of $\lambda_{\max}$, so this run tests the stability condition and not (6). At 0.9 of the limiting $\alpha$ the error fell to 0.0038 of its start, as $0.8^{25}$ requires. At 1.1 of the limit it grew 95-fold, as $1.2^{25}$ requires.

## What the model leaves out

The parameters are rough values for a titanium nitride/hafnia capacitor. The thicknesses are chosen for illustration. Of the assumptions whose effect is estimated here, the local oxide response matters most for Kerker mixing. A constant $\varepsilon$ at all wavelengths sets the upper end at 4.5. If the response has a range of 0.1 nm, an assumed bond-scale value, the largest bulk value drops to 1.0. If 1 were the upper end for the whole cell, Kerker mixing would need about 1850 steps, four times fewer than simple mixing. This estimate is optimistic, because modes at the interfaces can lie above the bulk value; they then require a smaller mixing fraction and more steps.

Metal states also tunnel into the oxide. For a 2 eV offset and a tunnelling mass of 0.2 electron masses, their density decays over 0.15 nm. If the density of states in the oxide starts from its full metallic value at the interface, these tails raise $\lambda_{\max}$ by 8% and $\mu_{\min}$ by 40%. Both effects together bring this optimistic Kerker estimate to about 1300 steps.

Two further corrections are small for the sloshing mode. Estimated for a free-electron gas of the same $D$, local exchange changes $\lambda$ by $-0.2$, and the finite wavelength changes the response by a fraction $6\times10^{-5}$. This gas has $k_F=30$ nm⁻¹ and a Fermi energy near 35 eV, unlike the d band of titanium nitride. The second figure scales as $1/k_F^2$, so neither number is a value for the real metal.

The insulating picture of the oxide has a clear limit. When the potential at an interface reaches the 2 eV offset, the oxide band edge meets the Fermi level and the oxide no longer acts as an insulator. This happens at a density error of only 0.08 electrons per nm³ in the sloshing mode. The potential difference across the oxide is then 4 V over 5 nm, or 8 MV/cm. This is a field of the unconverged iteration, not of the device. The threshold does not mark a sharp end of linear response for the sloshing mode, since the charge that first enters the oxide is small against the response of the metal. The estimate also takes $D$ as constant over about 2 eV on either side of the Fermi level; in a real d-band metal the variation of $D$ can end linearity earlier.

A smaller Kerker wavenumber is a partial remedy. With $q_0=k/\sqrt\varepsilon=12.7$ nm⁻¹, the upper bound stays at $\varepsilon$, $\mu_{\min}$ rises to 0.0168, and the ratio falls from about 1200 to 268 within the local model.

## What each derivation assumes

Both derivations rest on (3): linear response, fixed ions, no lateral variation, no exchange-correlation response, and a response that is local in the potential or its gradient.

The first uses inequalities and trial functions. It needs no mode shapes, and neither the condition on $kd$ nor the one on $c$. Its upper bounds on $\lambda_{\max}$ and on $\mu$ survive if $D$ varies inside the metal, with $k^2$ replaced by its largest value. The upper bound on $K$ in (2) does not survive, because a region of low $D$ acts like additional oxide and lowers $\mu_{\min}$. The price of this derivation is width: for the 5 nm cell, (2) confines $K$ only to between about 460 and 4500.

The second needs sharp interfaces and constant $D$ and $\varepsilon$ in each layer, besides the stated conditions on thickness. In return it gives the number within the bounds, identifies the sloshing mode as odd, and shows how the limits are approached.

Both need a single connected metal slab. Suppose instead that two equal slabs, each of thickness $M$, share one Fermi level and are separated by two oxides of thickness $d$. Take $u=\pm1$ on the slabs and linear $u$ between them. Then $\int u'^2=8/d$ and $\int k^2(u-\bar u)^2=2k^2M$, so (4) gives

$$\lambda_{\max}\ge\varepsilon+\frac{k^2Md}{4}.$$

This is charge transfer between the plates. Unlike the mode of a single slab, it does not saturate as the oxide grows. The computed values behind the example are listed in the numerical output.

## Values computed for the example and the checks

```
density of states D = 40 per eV nm^3; oxide permittivity = 4.5
metal thickness = 5.0 nm; oxide thickness = 5.0 nm
k = 26.90 1/nm; screening length 1/k = 0.0372 nm
uniform metal L = 2.0 nm: lambda quantum 74.3, formula 74.3, Kerker 0.9991
uniform metal L = 4.0 nm: lambda quantum 294.3, formula 294.3, Kerker 0.9998
barrier cell 2.0+2.0 nm: lambda_max quantum 180.6, model 176.9, Kerker largest 0.999
nonlinear loop, 25 steps: error times 0.0038 at 0.9 of limit, 95.4 at 1.1
barrier cell 4.0+4.0 nm: lambda_max quantum 712.3, model 704.4, Kerker largest 1.000
example: x = 2.0277, lambda_max = 1101.3, largest mixing fraction = 0.001816
example Kerker q0=k: y = 1.9402, mu_min = 0.003741, upper bound = 4.5
condition ratio: simple 1101, Kerker 1203
steps for error factor 1e-06: simple 7608, Kerker 8309
iterated error factor after these steps, simple: 3.79e-07
iterated error factor after these steps, Kerker: 3.51e-08
metal nm, oxide nm: lambda_max, mu_min, Kerker ratio eps/mu_min
     5   1.0:      644.4   0.041176     109.3
    10   1.0:     2209.5   0.037904     118.7
    20   1.0:     8081.0   0.036257     124.1
    40   1.0:    30818.0   0.035430     127.0
     5   2.5:      865.7   0.010849     414.8
     5   5.0:     1101.3   0.003741    1202.8
     5  10.0:     1343.0   0.001263    3564.2
     5  20.0:     1538.7   0.000407   11047.0
    10  10.0:     4398.6   0.000978    4599.1
both layers doubled from 5 nm: lambda_max - 1 grows by 3.997
thick-oxide ceiling of lambda_max for 5 nm metal = 1834.4
1 nm oxide, endless metal: mu_min = 0.034602, ratio = 130.1; at 200 nm mu_min = 0.034852
example with q0 = 12.68 1/nm: mu from 0.01678 to 4.500, ratio 268
tunnelling (offset 2.0 eV, mass 0.2): tail length 0.154 nm
  with tails: lambda_max = 1185.9, mu_min = 0.005246
oxide response of range 0.1 nm: largest bulk Kerker value = 1.000
  Kerker steps with upper end 1: 1847; with tails too: 1317
local exchange response adds -0.200 to lambda
finite-wavelength change of response = 6.1e-05; 0.1 eV smearing = 6.9e-06
band edge meets Fermi level at density error 0.0810 per nm^3
  oxide field there = 8.0 MV/cm
```
